\section*{Biersack's scattering triangle and Coulomb repulsion: what the correction does}

\noindent\textsc{Q.} For fast ions I want to replace the scattering integral by Biersack's triangle. My potential is bare Coulomb repulsion, so I plan to drop the fitted correction. The fit is there to handle screening. Without screening the triangle is pure geometry, and it must return Rutherford's angle. Do you agree?

\noindent\textsc{A.} The geometry needs a closer look before we drop anything. Take a classical, elastic, nonrelativistic collision with the target initially at rest. Let \(M_1,M_2\) be the masses, \(\mu\) the reduced mass, \(\mathbf r\) the relative position and \(v_\infty\) the initial relative speed. The centre-of-mass energy is \(E=\mu v_\infty^2/2\), the impact parameter is \(p\), and \(\theta\) is the deflection in the centre-of-mass frame. How would you write the triangle?

\noindent\textsc{Q.} With \(r_0\) the distance of closest approach and \(\rho\) the sum of the two radii of curvature there,
\begin{equation}
\cos\frac{\theta}{2}=\frac{p+\rho+\delta}{r_0+\rho}.
\label{triangle}
\end{equation}
I set \(\delta=0\).

\section*{What the triangle assumes}

\noindent\textsc{A.} In the centre-of-mass frame the particles are at \(M_2\mathbf r/(M_1+M_2)\) and \(-M_1\mathbf r/(M_1+M_2)\). Their paths are scaled copies of the relative orbit, with scale factors that add to one. So \(\rho\) is the radius of curvature of the relative orbit at its apex, and one orbit is enough.

Put the force centre at the origin and the apex at \((0,r_0)\), with the motion there along \(+x\). The repulsion points along \(+y\), so the path bends upward and its centre of curvature is \(C=(0,r_0+\rho)\). The orbit is symmetric about the \(y\) axis, because reversing the velocity at the apex retraces the incoming path, and in a central force it also produces the mirror image of the outgoing path. Half the deflection therefore follows the apex, and the outgoing asymptote has direction and normal
\begin{equation}
\mathbf t=(\cos\tfrac\theta2,\sin\tfrac\theta2),\qquad
\mathbf n=(-\sin\tfrac\theta2,\cos\tfrac\theta2).
\end{equation}
The asymptote passes the origin at distance \(p\), on the side to which \(\mathbf n\) points, so its points obey \(\mathbf n\cdot\mathbf r=p\). If \(d\) is the distance from this line to \(C\), then
\begin{equation}
d=\mathbf n\cdot C-p=(r_0+\rho)\cos\frac\theta2-p .
\label{distance}
\end{equation}
Compare this with \eqref{triangle}.

\noindent\textsc{Q.} It gives \(\delta=d-\rho\). So \(\delta=0\) says that the asymptote is tangent to the circle of curvature at the apex.

\noindent\textsc{A.} Yes, and geometry does not demand that. There is a case where it holds. For a hard sphere of radius \(b\), with \(p<b\), the angle of incidence \(\alpha\) from the normal obeys \(\sin\alpha=p/b\), and reflection gives \(\theta=\pi-2\alpha\). Hence \(\cos(\theta/2)=\sin\alpha=p/b\), which is \eqref{triangle} with \(r_0=b\), \(\rho=0\) and \(\delta=0\). The path turns at a point, and both asymptotes pass through it. A Coulomb orbit turns gradually.

\section*{The Coulomb case}

\noindent\textsc{Q.} Then let us test it. For \(V=A/r\) with \(A>0\), what are the lengths?

\noindent\textsc{A.} Define \(h=A/(2E)\), half the head-on distance of closest approach. The angular momentum is \(\mu v_\infty p\), so its centrifugal energy is \(Ep^2/r^2\). At closest approach the radial speed vanishes:
\begin{equation}
1-\frac{2h}{r_0}-\frac{p^2}{r_0^2}=0
\;\Rightarrow\; r_0^2-2hr_0=p^2
\;\Rightarrow\; r_0=h+\sqrt{h^2+p^2},
\label{apsis}
\end{equation}
where the positive root is taken. At the apex the force \(F=-dV/dr\) is normal to the path, so \(\mu v^2/\rho=F(r_0)\). With \(\mu v^2=2[E-V(r_0)]\) and \(F=A/r^2\),
\begin{equation}
\rho=\frac{2(E-A/r_0)r_0^2}{A}
=\frac{r_0^2}{h}-2r_0
=\frac{r_0^2-2hr_0}{h}=\frac{p^2}{h}.
\label{rho}
\end{equation}
The last step uses \eqref{apsis}.

\noindent\textsc{Q.} And Rutherford's angle, in the same notation?

\noindent\textsc{A.} Use the momentum gained along the apse line, \(2\mu v_\infty\sin(\theta/2)\). Let \(\psi\) be the angle of \(\mathbf r\) from that line. Angular momentum gives \(dt=r^2d\psi/(v_\infty p)\), which cancels the \(1/r^2\) of the force. The limits are \(\pm(\pi-\theta)/2\), the directions of the asymptotes:
\begin{equation}
2\mu v_\infty\sin\frac\theta2
=\frac{A}{v_\infty p}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\psi\,d\psi
=\frac{2A}{v_\infty p}\cos\frac\theta2 .
\end{equation}
Dividing, and using \(\mu v_\infty^2=2E\), gives \(\tan(\theta/2)=h/p\). With
\begin{equation}
x=\frac ph,\qquad s=\sqrt{1+x^2},
\end{equation}
this means \(\cos(\theta/2)=x/s\) and \(\sin(\theta/2)=1/s\).

\noindent\textsc{Q.} Now my version. The numerator is \(p+\rho=h(x+x^2)\). The denominator is \(r_0+\rho=h(1+s+x^2)\), and \(x^2=s^2-1\) turns it into \(hs(1+s)\). Calling my angle \(\theta_{\rm b}\), for bare,
\begin{equation}
\cos\frac{\theta_{\rm b}}2=\frac{x(1+x)}{s(1+s)}
=\frac{1+x}{1+s}\,\cos\frac\theta2 .
\label{bare}
\end{equation}
That is not Rutherford's result.

\noindent\textsc{A.} What is the sign of the error?

\noindent\textsc{Q.} Since \(s>x\), the factor is below one. For \(0<x<\infty\) the cosine is positive and I have made it too small. Both half-angles lie between \(0\) and \(\pi/2\), where the cosine falls with angle, so \(\theta_{\rm b}>\theta\). I overestimate the deflection at every finite nonzero impact parameter. At \(x=0\) both cosines vanish and both angles are \(\pi\), and for \(x\to\infty\) both angles go to zero.

\noindent\textsc{A.} The missing length follows by putting \(x/s\) into \eqref{triangle}:
\begin{equation}
\frac{\delta}{h}=\frac xs\,s(1+s)-x-x^2=x(s-x)=\frac{x}{s+x}.
\label{delta}
\end{equation}
The last form uses \((s-x)(s+x)=1\). So \(\delta\) is positive and approaches \(h/2\) at large \(p\).

\section*{Why a small length matters}

\noindent\textsc{Q.} But \(\rho\) grows as \(p^2\). Next to it, \(h/2\) is nothing. Surely my error is harmless for distant collisions?

\noindent\textsc{A.} For small angles the information sits in the difference from one. Subtract \eqref{triangle} from one, with and without \(\delta\):
\begin{equation}
1-\cos\frac\theta2=\frac{r_0-p-\delta}{r_0+\rho},\qquad
1-\cos\frac{\theta_{\rm b}}2=\frac{r_0-p}{r_0+\rho}.
\end{equation}
At large \(x\), \(r_0-p=h(1+s-x)\to h\), while \(\delta\to h/2\). The correction removes half of the numerator. Since \(r_0+\rho\approx p^2/h\) and \(1-\cos(\theta/2)\approx\theta^2/8\),
\begin{equation}
\theta\approx\frac{2h}{p},\qquad \theta_{\rm b}\approx\frac{2\sqrt2\,h}{p}.
\end{equation}
The absolute error vanishes, but the relative error tends to \(\sqrt2-1\), about 41 per cent of the true angle.

\noindent\textsc{Q.} What does that do to the recoil energy?

\noindent\textsc{A.} In the centre-of-mass frame the target has speed \(u=M_1v_\infty/(M_1+M_2)\), and the collision turns its velocity by \(\theta\). The change of velocity, \(2u\sin(\theta/2)\), is its final laboratory speed. With ion energy \(E_{\rm ion}=M_1v_\infty^2/2\), the recoil energy is
\begin{equation}
T=\frac{M_2}{2}\,4u^2\sin^2\frac\theta2
=T_{\max}\sin^2\frac\theta2,\qquad
T_{\max}=\frac{4M_1M_2}{(M_1+M_2)^2}E_{\rm ion}.
\end{equation}
Let \(K=T_{\rm b}/T\) be the ratio of bare to true recoil. Because \(\sin^2(\theta/2)=1/s^2\), \eqref{bare} gives
\begin{align}
K&=s^2\left[1-\frac{x^2(1+x)^2}{s^2(1+s)^2}\right]
=s^2-\frac{x^2(1+x)^2}{(1+s)^2}\nonumber\\
&=1+x^2\,\frac{(1+s)^2-(1+x)^2}{(1+s)^2}
=1+\frac{x^2(s-x)(2+s+x)}{(1+s)^2}\nonumber\\
&=1+\frac{s-1}{s+1}\left(1+\frac{2}{s+x}\right).
\label{ratio}
\end{align}
The second line replaces \(s^2\) by \(1+x^2\) and factors a difference of squares. The third uses \(s-x=1/(s+x)\) and \(x^2=(s-1)(s+1)\).

\noindent\textsc{Q.} For \(x>0\) the added term is positive, so \(K>1\). Can it exceed two?

\noindent\textsc{A.} That would need \((s-1)(s+x+2)\ge(s+1)(s+x)\). But
\begin{equation}
(s+1)(s+x)-(s-1)(s+x+2)=2(s+x)-2(s-1)=2(x+1)>0 .
\end{equation}
So \(1<K<2\) at finite nonzero \(p\), with \(K\to2\) as \(p\to\infty\). At \(x=1000\) the numerical ratios are \(1.4139\) for the angle and \(1.9990\) for the recoil.

Near head-on the behaviour is different. To first order in \(x\), \(\theta\approx\pi-2x\), while \(\cos(\theta_{\rm b}/2)\approx x/2\) gives \(\theta_{\rm b}\approx\pi-x\). The angle is wrong at first order, but \eqref{ratio} gives \(K\approx1+3x^2/4\), because \(\sin^2(\theta/2)\) is flat at \(\theta=\pi\). The largest absolute error lies between the two limits: a numerical search puts it at \(18.3^\circ\), for \(x=0.91\).

\section*{What the fitted correction contains}

\noindent\textsc{Q.} Then why is the full formula said to be right for Rutherford scattering? The correction was fitted to screened potentials.

\noindent\textsc{A.} Its form has the Coulomb answer built in. Let \(a\) be the screening length and \(\varepsilon=a/(2h)\) the reduced energy. Biersack's correction is
\begin{equation}
\delta_{\rm fit}=G\,(r_0-p)\frac{f}{1+f},\quad
G=2\alpha\varepsilon\left(\frac pa\right)^{\beta},\quad
f=\gamma\left(\sqrt{1+G^2}-G\right).
\end{equation}
The fitted coefficients \(\alpha,\beta,\gamma\) depend on \(\varepsilon\) and tend to one at high energy. (The formula is often printed with \(1/[1+\gamma'/(\sqrt{1+G^2}-G)]\) in place of \(f/(1+f)\); the tabulated \(\gamma'\) is then \(1/\gamma\).) Set them to one. Then \(G=2\varepsilon p/a=p/h=x\) and \(f=s-x\). Also \(r_0-p=h(1+s-x)=h(1+f)\), so
\begin{equation}
\delta_{\rm fit}=x\,h(1+f)\frac{f}{1+f}=hx(s-x),
\end{equation}
which is \eqref{delta}.

\noindent\textsc{Q.} So I should drop the fit to screening, but keep the correction with its coefficients at one.

\noindent\textsc{A.} For pure Coulomb repulsion, yes. Or use \(\tan(\theta/2)=h/p\) directly, which is shorter.

\section*{The cause of the sign}

\noindent\textsc{Q.} The algebra convinces me, but why must the asymptote miss the circle on that side? Might screening reverse it?

\noindent\textsc{A.} Follow the tangent line as the path turns. Let \(\varphi\) be the turning angle from the apex, \(R(\varphi)\) the local radius of curvature, and \(\mathbf t(\varphi),\mathbf n(\varphi)\) the tangent and normal. The distance from the tangent line to the fixed point \(C\) is \(D=\mathbf n\cdot(C-\mathbf r)\). Since \(\mathbf n'=-\mathbf t\), \(\mathbf t'=\mathbf n\) and \(\mathbf r'=R\,\mathbf t\),
\begin{equation}
D'=-\mathbf t\cdot(C-\mathbf r),\qquad
D''=-\mathbf n\cdot(C-\mathbf r)+R=-D+R .
\end{equation}
At the apex \(D=\rho\) and \(D'=0\). The difference \(D-\rho\) thus obeys an oscillator equation driven by \(R-\rho\) and starts from rest. Its solution, taken to the asymptote, is
\begin{equation}
\delta=\int_0^{\theta/2}\left[R(\varphi)-\rho\right]
\sin\left(\frac\theta2-\varphi\right)d\varphi .
\label{gap}
\end{equation}
\(R\) diverges at the upper end, where the path becomes straight, but the integral tends to the finite \(d-\rho\). For \(p>0\) the sine is positive inside the range. If the orbit straightens steadily after its apex, then \(\delta>0\).

\noindent\textsc{Q.} Does it straighten steadily?

\noindent\textsc{A.} Angular momentum gives \((\mathbf n\cdot\mathbf r)v=pv_\infty\). The normal part of the force is \(F\,\mathbf n\cdot\mathbf r/r=Fpv_\infty/(rv)\), and it equals \(\mu v^2/R\). With \(v=v_\infty\sqrt{1-V/E}\),
\begin{equation}
R=\frac{\mu v^3r}{pv_\infty F}
=\frac{2E\,r}{pF(r)}\left[1-\frac{V(r)}E\right]^{3/2}.
\end{equation}
If the force is repulsive and falls with distance, then on the way out \(r\) rises while \(V\) and \(F\) fall. Every factor makes \(R\) grow. A Coulomb potential multiplied by a sum of decaying exponentials with positive weights meets these conditions, so such screening keeps the sign. It does change the closed forms and the limit of two. For an attractive force, or a repulsion that strengthens with distance over part of the path, this argument does not settle the sign.

We can check \eqref{gap} on integrated orbits at \(p=h\). For Coulomb repulsion the accumulated integral is \(0.4142h\), as is the value from \eqref{triangle}; by \eqref{delta} it should be \((\sqrt2-1)h\). With the universal Ziegler--Biersack--Littmark screening function and \(a=3h\), both routes give \(0.2020h\).

\section*{Boron on silicon}

\noindent\textsc{Q.} I have 1 MeV boron in silicon in mind, as for a deep-well implant. How large is the damage?

\noindent\textsc{A.} With masses \(11.01\) and \(28.09\) u, \(E=1000\times28.09/39.10=718.4\) keV and \(T_{\max}=809.2\) keV. The charges \(5\) and \(14\) give \(h=0.07015\) pm. Take \(p=0.2\) pm. Then \(\rho=0.2^2/0.07015=0.5702\) pm, \(r_0=0.2821\) pm and \(\delta=0.0341\) pm, so
\begin{align}
\cos\frac{\theta_{\rm b}}2&=\frac{0.2000+0.5702}{0.2821+0.5702}=0.904,
&\theta_{\rm b}&=50.7^\circ,\\
\cos\frac{\theta}2&=\frac{0.2000+0.5702+0.0341}{0.2821+0.5702}=0.944,
&\theta&=38.7^\circ.
\end{align}
The recoil energy is \(148.4\) keV instead of \(88.7\) keV, too large by 67 per cent of the true value. At fixed ion energy, other impact parameters give:
\begin{center}
\begin{tabular}{rrrrr}
\hline
\(p\) (pm) & \(\theta\) & \(\theta_{\rm b}\) & \(T\) (keV) & \(T_{\rm b}\) (keV)\\
\hline
0.05 & \(109.0^\circ\) & \(127.0^\circ\) & 536.6 & 648.1\\
1 & \(8.03^\circ\) & \(11.16^\circ\) & 3.96 & 7.65\\
10 & \(0.80^\circ\) & \(1.13^\circ\) & 0.0398 & 0.0794\\
\hline
\end{tabular}
\end{center}

\noindent\textsc{Q.} At 10 pm I doubt the Coulomb potential itself.

\noindent\textsc{A.} Rightly. The universal screening length here is \(14.27\) pm. Repeating the scattering integral with that potential, and recomputing \(r_0\) and \(\rho\) for the bare triangle, gives:
\begin{center}
\begin{tabular}{rrrrr}
\hline
\(p\) (pm) & \(T\) (keV) & \(T_{\rm b}\) (keV) & \(T_{\rm b}/T\) & \(T/T_{\rm Coulomb}\)\\
\hline
0.05 & 534.4 & 645.4 & 1.21 & 0.996\\
0.2 & 87.6 & 145.1 & 1.66 & 0.988\\
1 & 3.81 & 6.97 & 1.83 & 0.962\\
3 & 0.378 & 0.666 & 1.76 & 0.854\\
10 & 0.0201 & 0.0328 & 1.63 & 0.505\\
\hline
\end{tabular}
\end{center}
Here \(T\) and \(T_{\rm b}\) are for the screened potential. The digits belong to the universal fit. A Moli\`ere potential with the Firsov length gives \(T=0.364\) and \(0.0197\) keV at 3 and 10 pm, and a Hartree--Fock boron--silicon potential gives \(0.376\) and \(0.0216\) keV, shifts of up to 4 and 7 per cent. The bare triangle still overestimates every entry, but its ratio no longer climbs towards two. Up to 1 pm screening lowers the true recoil by at most 4 per cent in these rows, far less than the error of omitting \(\delta\). At 10 pm it halves the recoil. Using both the Coulomb potential and the bare triangle there gives \(0.0794\) keV instead of \(0.0201\) keV, nearly four times the screened value.

\noindent\textsc{Q.} Which other idealisations would a real implant break?

\noindent\textsc{A.} An energy near 1 MeV suits a deep boron well, but the ion slows down, and the table holds for its initial energy alone. Electrons also take energy. Lindhard--Scharff stopping, distributed over impact parameter by the Oen--Robinson form, gives about \(0.9\) keV in a head-on collision. That is \(0.13\) per cent of \(E\), a small change to the collision energy. The figure is a model estimate and probably low: this stopping, with nuclear stopping added, gives a path of about \(2.6\,\mu\)m, while the tabulated projected range of 1 MeV boron in silicon is below \(2\,\mu\)m. In this form the loss falls as \(\exp(-0.3r_0/a)\), only by about a fifth out to 10 pm. At 3 and 10 pm it therefore exceeds the recoil energy, so an account of the ion's energy loss must treat electronic stopping separately.

Three other idealisations are reasonable for these numbers: point charges, nonrelativistic motion and classical paths. A rough nuclear contact distance is \(0.006\) pm, or 4.5 per cent of the head-on distance \(2h\). The ion's kinetic energy is \(10^{-4}\) of its rest energy. At \(p=10\) pm the reduced wavelength \(\bar\lambda\) divided by \(p\) is 2 per cent of the screened deflection. A wave packet gives a sharper test. A width \(\Delta p\) spreads the angle by \(\bar\lambda/(2\Delta p)\) through diffraction and by \(|d\theta/dp|\,\Delta p\) through the range of impact parameters, and the smallest combined spread is \(\sqrt{\bar\lambda\,|d\theta/dp|}\). That is about 12 per cent of the deflection at 1 pm and 16 per cent at 10 pm, so a classical path is meaningful, but the angle of a single collision is defined only to that precision.

Binding to the lattice hardly changes the energy transferred, because the collision is so short. At \(p=10\) pm the time \(p/v_\infty\) is about \(2\times10^{-18}\) s, while a lattice vibration takes roughly \(6\times10^{-14}\) s. Binding matters afterwards, for the weak recoils. A rough displacement energy for silicon is \(0.015\) keV, already 75 per cent of the screened recoil at 10 pm. An atom struck there is only just above threshold, and with a value of \(0.021\) keV, also in use for silicon, it would not be displaced.

\noindent\textsc{Q.} Would the bare triangle then predict too many displaced atoms?

\noindent\textsc{A.} For primary recoils in this model, with a sharp threshold, yes. At the impact parameter where the true recoil just equals the threshold, the bare recoil is still above it. The bare triangle therefore counts displacements from more distant collisions as well. How much damage survives annealing is a separate question, which two-body dynamics does not answer. The numerical output lists the remaining lengths and angles for the Coulomb case.

\noindent\textsc{Q.} So my mistake was to read \(\delta\) as a screening term. It measures how far the asymptote lies outside the apex circle, and a Coulomb orbit has such a gap too.

\section*{Computed values}
\begin{verbatim}
Boron on silicon, ion energy (keV): 1000.0
Masses of ion and target (u): 11.01, 28.09
Centre-of-mass energy (keV): 718.41
Largest possible recoil energy (keV): 809.18
Half head-on distance h (pm): 0.07015
Universal screening length (pm): 14.272
Coulomb lengths: p, r0, rho, missing delta (pm)
   0.05   0.15630     0.03564   0.02576
   0.20   0.28210     0.57018   0.03406
   1.00   1.07261    14.25460   0.03503
   3.00   3.07097   128.29143   0.03507
  10.00  10.07040  1425.46034   0.03508
Coulomb: p (pm), angle true and bare (deg), recoil true and bare (keV), ratio
   0.05  109.043  127.004  536.5976  648.0989  1.208
   0.20   38.658   50.710   88.6506  148.3863  1.674
   1.00    8.026   11.159    3.9628    7.6486  1.930
   3.00    2.679    3.767    0.4422    0.8741  1.977
  10.00    0.804    1.135    0.0398    0.0794  1.993
Screened: p (pm), recoil true and bare (keV), ratio, true screened/Coulomb
   0.05  534.4442  645.3523  1.208  0.996
   0.20   87.5911  145.0527  1.656  0.988
   1.00    3.8115    6.9682  1.828  0.962
   3.00    0.3777    0.6657  1.763  0.854
  10.00    0.0201    0.0328  1.630  0.505
Largest Coulomb angle error (deg): 18.34
  reached at p/h = 0.908, p (pm) = 0.0637
At p/h = 1000: angle ratio 1.4139, recoil ratio 1.9990
Delta/h at p = h, Coulomb: triangle 0.4142, orbit 0.4142
Delta/h at p = h, screening length 3h: triangle 0.2020, orbit 0.2020
Electronic loss in a head-on collision, model estimate (keV): 0.911
  as a fraction of the centre-of-mass energy: 1.27e-03
Nuclear contact distance, rough (pm): 0.0063
  as a fraction of the head-on distance: 0.045
Ion kinetic energy over rest energy: 9.75e-05
Reduced wavelength (pm): 0.00192
  diffraction over screened deflection at p = 10 pm: 0.019
Displacement energy, rough (keV): 0.015
  over the screened recoil at p = 10 pm: 0.746
\end{verbatim}
